\section*{Newton Solution of Steady Trap-Network Current with Exclusion}

\section{A current that should not exist}

A capacitor with no voltage across it carries no steady current. A trap-transport calculation can violate this while converging perfectly. For the 10 nm hafnia film treated below, deleting the exclusion factor from the trap-to-trap hops, but keeping it at the electrodes, gives $1.15\times10^{-11}$ A/cm$^2$ at zero bias, with one trap holding 1.9 electrons. Replacing each pair of hopping rates by its geometric mean gives $-7.5\times10^{-12}$ A/cm$^2$. The correct model carries $2.15\times10^{-12}$ A/cm$^2$ at 1 mV, so both false currents exceed a real signal. A small residual does not reveal the fault, because the wrong equations have been solved accurately. Two things are needed: a solver with an error bound, and rates for which zero current at equilibrium is a theorem.

\section{The balance equations}

Trap $i$ holds $n_i=0$ or 1 electron. Let $W_{ij}$ be the hopping rate from $i$ to $j$, with $W_{ii}=0$. Electrode $c$ (cathode or anode) fills an empty trap at rate $G_i^c$ and empties a full one at rate $L_i^c$; $G_i=\sum_cG_i^c$ and $L_i=\sum_cL_i^c$. All electrode rates are positive. Counting arrivals and departures gives
\begin{align}
\frac{d\langle n_i\rangle}{dt}={}&\sum_j\big[W_{ji}\langle n_j(1-n_i)\rangle-W_{ij}\langle n_i(1-n_j)\rangle\big]\nonumber\\
&+G_i\langle1-n_i\rangle-L_i\langle n_i\rangle .
\end{align}
The mean-field closure replaces $\langle n_i(1-n_j)\rangle$ by $f_i(1-f_j)$, with $f_i=\langle n_i\rangle$. This drops correlations between traps. Collecting the factors $1-f_i$ and $f_i$, the steady state obeys
\begin{align}
F_i&=a_i(1-f_i)-b_if_i=0,\label{bal}\\
a_i&=\sum_jW_{ji}f_j+G_i,\qquad b_i=\sum_jW_{ij}(1-f_j)+L_i .\nonumber
\end{align}

\section{Uniqueness and an error bound}

Differentiating (\ref{bal}) gives
\begin{equation}
J_{ij}=\frac{\partial F_i}{\partial f_j}=W_{ji}(1-f_i)+W_{ij}f_i\ \ (i\ne j),\quad J_{ii}=-(a_i+b_i).
\end{equation}
Inside the box $0\le f_i\le1$ the off-diagonal elements are nonnegative. In column $j$ they sum to $\sum_i[W_{ji}(1-f_i)+W_{ij}f_i]=a_j+b_j-G_j-L_j$ because the first part is $b_j-L_j$ and the second is $a_j-G_j$; this expresses that hops conserve electrons. Hence
\begin{equation}
|J_{jj}|-\sum_{i\ne j}J_{ij}=G_j+L_j .\label{col}
\end{equation}
For any vector $\delta$, with $\|x\|_1=\sum_i|x_i|$,
\begin{align}
\|J\delta\|_1&\ge-\sum_i\operatorname{sgn}(\delta_i)(J\delta)_i\nonumber\\
&\ge\sum_j|\delta_j|\Big(|J_{jj}|-\sum_{i\ne j}J_{ij}\Big)
=\sum_j(G_j+L_j)|\delta_j| .\label{low}
\end{align}
Thus $J$ is nonsingular throughout the box. Because $F$ is quadratic, its even terms cancel in a difference taken about a midpoint: $F(f)-F(g)=J\big(\tfrac{f+g}2\big)(f-g)$. Taking $g=f^*$, a root, gives
\begin{equation}
\sum_i(G_i+L_i)|f_i-f_i^*|\le\|F(f)\|_1 .\label{cert}
\end{equation}
Two roots in the box would have zero distance, so the physical root is unique. Existence follows from the sweeps below.

The electron flow from electrode $c$ is $N_c=\sum_i[G_i^c(1-f_i)-L_i^cf_i]$. Its error is $-\sum_i(G_i^c+L_i^c)(f_i-f_i^*)$, so the error of either contact current is at most $q\|F\|_1$. The flow through the midplane equals the cathode flow minus $\sum F_i$ over the cathode-side traps; its error is at most $2\|F\|_1$.

The bound on a single occupation, $\|F\|_1/(G_i+L_i)$, can be weak for a trap deep in the film. If a cluster exchanged electrons neither with the electrodes nor with the other traps, its electron number would be conserved and uniqueness would fail.

\section{A safeguarded Newton iteration}

\subsection{The Newton step}

Each bond contributes $W_{ji}f_j-W_{ij}f_i+(W_{ij}-W_{ji})f_if_j$ to $F_i$. With the Newton direction $d$ defined by $Jd=-F$, therefore,
\begin{equation}
F(f+td)=(1-t)F(f)+t^2Q,\quad Q_i=d_i\sum_j(W_{ij}-W_{ji})d_j .\label{quad}
\end{equation}
A short enough step lowers the residual, if it stays in the box. For a full step the linear term vanishes. Put $g=\min_i(G_i+L_i)$ and $w=\max_{ij}|W_{ij}-W_{ji}|$. Inequality (\ref{low}) gives $\|d\|_1\le\|F\|_1/g$, hence a new residual norm of at most $(w/g^2)\|F\|_1^2$. This is quadratic convergence, but the bound guarantees a reduction only for $\|F\|_1<g^2/w$. In the example below at 2 V, $g\approx12$ s$^{-1}$ and $w\approx1.2\times10^6$ s$^{-1}$, so this radius is about $10^{-4}$ s$^{-1}$; steps from much larger residuals contract far better than the bound promises. The root is interior, since $a_i,b_i>0$, so the box does not interfere close to it.

\subsection{The safeguard}

With the other occupations held fixed, $F_i=0$ is solved by
\begin{equation}
f_i\leftarrow\frac{a_i}{a_i+b_i}.
\end{equation}
The change is $\delta=F_i/(a_i+b_i)$. It removes $|F_i|=|J_{ii}||\delta|$ from the residual norm and adds at most $\sum_{j\ne i}J_{ji}|\delta|$ elsewhere. By (\ref{col}) the norm falls by at least $(G_i+L_i)|\delta|$.

Raising any other $f_j$ raises $a_i$ or leaves it unchanged, and lowers $b_i$ or leaves it unchanged. The update therefore preserves order. Successive sweeps over all traps, started from all-empty, rise; started from all-full, they fall. Both sequences are bounded and converge to fixed points of the sweep. At a fixed point each update changes nothing, so all $F_i=0$. This proves existence, and uniqueness makes the two limits equal. Sweeps from any other start are squeezed between them.

One cycle consists of a sweep followed by a Newton trial with $t=1,\tfrac12,\dots,\tfrac1{64}$, clipped to the box. A trial is accepted if its norm is at most $(1-t/4)$ times the old one; if none qualifies, the sweep stands. If infinitely many trials are accepted, each multiplies the norm by at most $255/256$, so $F\to0$ and (\ref{cert}) forces $f\to f^*$. If finitely many are accepted, the remaining sweeps converge. In exact arithmetic the cycles thus converge from every start in the box. Detailed balance has not been used. In practice the cycles stop near the root and four undamped Newton steps finish the work; for these the guarantee is local.

\section{Why equilibrium carries no current}

Let $E_i$ be the electron energy of trap $i$, measured from the cathode Fermi level. The electrode levels are $\mu_c=0$ at the cathode and $-qV$ at the anode. Detailed balance requires
\begin{equation}
\frac{W_{ij}}{W_{ji}}=e^{-(E_j-E_i)/kT},\qquad
\frac{G_i^c}{L_i^c}=e^{-(E_i-\mu_c)/kT}.\label{db}
\end{equation}
Define $\mu_i=E_i+kT\ln[f_i/(1-f_i)]$. Then
\begin{equation}
\frac{W_{ij}f_i(1-f_j)}{W_{ji}f_j(1-f_i)}=e^{(\mu_i-\mu_j)/kT},\quad
\frac{G_i^c(1-f_i)}{L_i^cf_i}=e^{(\mu_c-\mu_i)/kT}.
\end{equation}
Each net flow, $j_{ij}$ between traps or $j_{ci}$ from an electrode, runs from higher to lower $\mu$. Consequently
\begin{equation}
P=\sum_{i<j}j_{ij}(\mu_i-\mu_j)+\sum_{c,i}j_{ci}(\mu_c-\mu_i)\ge0,
\end{equation}
with every term nonnegative. The coefficient of $\mu_i$ is outflow minus inflow, $-F_i=0$. What remains is $\sum_c\mu_cN_c$. In steady state the anode flow is minus the cathode flow $N$, so $P=qVN=IV$, with $I=qN$ counted positive for electrons going from cathode to anode.

At $V=0$ every term must vanish. The electrode terms give $\mu_i=0$, that is $f_i=1/(e^{E_i/kT}+1)$, and every bond current is zero. A built-in field changes the $E_i$ but not this argument.

At equilibrium the closure is exact. The relation $W_{ij}f_i(1-f_j)=W_{ji}f_j(1-f_i)$ balances each hop in the product distribution $\prod_if_i^{n_i}(1-f_i)^{1-n_i}$ of the full many-electron problem; the electrode exchanges balance likewise.

The two faults of the opening break this bond balance. With symmetric rates $s$, Fermi--Dirac occupations give a bond flow $s(f_i-f_j)$. Without exclusion, zero flow needs $f_i/f_j=e^{-(E_i-E_j)/kT}$, while Fermi--Dirac occupations contain the further factor $(1-f_i)/(1-f_j)$. That factor approaches one when all traps are nearly empty.

\subsection{Two limits}

For one trap, $f=G/(G+L)$. Substitution in the cathode flow, with superscripts $C$ and $A$ for cathode and anode, gives
\begin{equation}
N=\frac{G^CL-L^CG}{G+L}=\frac{G^CL^A-L^CG^A}{G+L}
=\frac{G^CL^A}{G+L}\big(1-e^{-qV/kT}\big).
\end{equation}
The last step uses (\ref{db}). If back-transfer is negligible, $N=G^CL^A/(G^C+L^A)$: the slower transfer limits the current.

For small bias in a network, write $j_{ij}=W_{ji}f_j(1-f_i)[e^{(\mu_i-\mu_j)/kT}-1]$ and expand. To first order the prefactor takes its equilibrium value, which leaves a resistor of conductance $q^2W_{ij}f_i(1-f_j)/kT$. The electrode resistors have conductance $q^2G_i^c(1-f_i)/kT$.

\section{Rates for a hafnia capacitor}

An electron on a trap displaces a local oscillator of energy $\hbar\omega$. Let $D(\alpha)$ be the displacement operator, $S=\alpha^2$ the Huang--Rhys factor, $\hat N$ the phonon-number operator and $\bar n$ its thermal mean. The probability $P_p$ of emitting $p$ phonons has the generating function
\begin{align}
\sum_pP_pe^{ip\theta}&=\langle D(-\alpha)e^{i\theta\hat N}D(\alpha)e^{-i\theta\hat N}\rangle
=\langle D(-\alpha)D(\alpha e^{i\theta})\rangle\nonumber\\
&=e^{iS\sin\theta}e^{-S(2\bar n+1)(1-\cos\theta)} .
\end{align}
The product rule for displacements supplies the phase, and $\langle D(\beta)\rangle=e^{-|\beta|^2(\bar n+1/2)}$ the second factor. The exponent equals $S(\bar n+1)(e^{i\theta}-1)+S\bar n(e^{-i\theta}-1)$. Put $x=2S\sqrt{\bar n(\bar n+1)}$ and use $e^{(x/2)(u+1/u)}=\sum_pI_p(x)u^p$ with $u=e^{i\theta}\sqrt{(\bar n+1)/\bar n}$. Since $(\bar n+1)/\bar n=e^{\hbar\omega/kT}$ and an electronic energy change $\Delta$ releases $p=-\Delta/\hbar\omega$ phonons,
\begin{equation}
\Lambda_S(\Delta)=e^{-S(2\bar n+1)}e^{-\Delta/2kT}I_{|\Delta|/\hbar\omega}(x).
\end{equation}
The model uses this form between whole phonon numbers too. A hop involves two independent oscillators, whose generating functions multiply, so $S$ becomes $2S$:
\begin{equation}
W_{ij}=\nu e^{-2\kappa r_{ij}}\Lambda_{2S}(E_j-E_i),\qquad \kappa=\sqrt{2m\phi_t}/\hbar .
\end{equation}
Here $\phi_t$ is the mean trap depth. For an electrode at distance $z_c$, with Fermi function $\varphi$,
\begin{equation}
G_i^c=\nu e^{-2\kappa z_c}\int\frac{d\varepsilon}{\hbar\omega}\,\varphi(\varepsilon-\mu_c)\Lambda_S(E_i-\varepsilon),
\end{equation}
and $L_i^c$ has $1-\varphi$ and $\Lambda_S(\varepsilon-E_i)$. At each $\varepsilon$ the two integrands have the ratio $e^{-(\varepsilon-\mu_c)/kT}e^{-(E_i-\varepsilon)/kT}$, which is (\ref{db}).

The example has 100 random traps in a periodic cell of $20\times20$ nm$^2$, or $2.5\times10^{19}$ cm$^{-3}$. Rough typical inputs are a barrier of 2.0 eV, $\phi_t=1.8$ eV, a level spread of 0.2 eV, $m=0.15m_e$, $\hbar\omega=0.07$ eV and $S=15$; $\nu=10^{13}$ s$^{-1}$ is a round prefactor. At 300 K, $\kappa=2.66$ nm$^{-1}$. A 2 nm hop has tunnelling factor $e^{-10.65}=2.4\times10^{-5}$ and, between equal levels, a rate of 0.49 s$^{-1}$. A drop of 0.4 eV raises it to 410 s$^{-1}$.

\section{Reading the numbers}

At 2 V the iteration starts from half filling. The residual norms after the sweeps of the first four cycles are $4.2\times10^4$, 35, 0.20 and $8.8\times10^{-5}$ s$^{-1}$; the fourth sweep meets the stopping test. One plain Newton step then gives $2.3\times10^{-9}$, and further steps stay at $1.9\times10^{-9}$ s$^{-1}$, as expected of a rounding floor. The flow is 543 s$^{-1}$, so
\begin{equation}
J=\frac{(1.602\times10^{-19}\,\mathrm C)(543\,\mathrm{s^{-1}})}{4\times10^{-12}\,\mathrm{cm^2}}
=2.2\times10^{-5}\ \mathrm{A/cm^2}.
\end{equation}
The residual bounds the contact-current error at $3.4\times10^{-12}$ of the flow, apart from rounding in the residual itself. This is an error of solution, not of the model. Sweeps alone also succeed here: after 200, the all-empty and all-full sequences differ by $2\times10^{-16}$.

At zero bias, again from half filling, the occupations match Fermi--Dirac values within $1.1\times10^{-16}$, and the current is $10^{-25}$ A/cm$^2$. With a polarization field included it has the same size. The slope from $\pm1$ mV, $2.146\times10^{-9}$ S/cm$^2$, agrees with the separately solved resistor network to the four digits given.

The closure was tested at 2 V against the full 256-state master equation in twelve cells of eight traps at the same density. The ratio of mean-field to many-electron current lay between 0.956 and 1.027. This does not bound the error for 100 traps. The random draw of the traps matters more: eight other draws of both positions and levels, called placements in the output, gave $5.9\times10^{-6}$ to $4.5\times10^{-5}$ A/cm$^2$.

Several omitted effects, and a change of temperature, were sized at 2 V with the original traps:
\begin{itemize}
\item Self-consistent trapped charge, counted from the zero-bias occupations and with relative permittivity 30, shifts levels by up to 0.09 eV and raises $J$ by 11\%.
\item The field tilts the tunnel barrier. For a hop of 3.0 nm along the field, the dissipation-weighted mean length, the rate rises 4.1 times if the electron tunnels at the energy of the upstream level. If it tunnels halfway between the two levels, the tilt nearly cancels and the factor is 1.02. Either way the reverse hop must carry the same factor, or detailed balance fails. Longer transfers gain more, so the factor for one hop does not bound the change in $J$. With tunnelling at the upstream level and a starting barrier of 1.8 eV, solving the network again raises $J$ about 3 times if only the hops are tilted, and about 10 times if the electrode transfers are tilted too.
\item Direct tunnelling and thermionic emission, estimated with a WKB barrier without image lowering, give $4\times10^{-9}$ A/cm$^2$. A first-order image potential with optical permittivity 4 raises this to about $5\times10^{-8}$ A/cm$^2$, which remains small against $J$.
\item Poole--Frenkel emission, with a lowering of 0.54 eV, gives about $10^{-14}$ A/cm$^2$ if every trap is assigned the mean depth of 1.8 eV. The shallowest traps dominate such emission, however: with the individual trap depths the estimate is about $5\times10^{-11}$ A/cm$^2$, still far below $J$. Nearly 90\% of it comes from a single trap of depth 1.43 eV, so the value depends on the draw.
\item At 358 K, $J$ rises to $3.6\times10^{-5}$ A/cm$^2$.
\end{itemize}

Real ferroelectric hafnia breaks the assumption of a uniform field $V/d$, where $d$ is the film thickness. Let each electrode screen over an effective length $\lambda$. At short circuit $E d+2\lambda(\epsilon_rE+P/\epsilon_0)=0$, where $E$ and $P$ now denote field and polarization. Hence
\begin{equation}
|E|=\frac{2\lambda P}{\epsilon_0(d+2\lambda\epsilon_r)}=0.43\ \mathrm{MV/cm}
\end{equation}
for $P=20\ \mu$C/cm$^2$, $\lambda=0.01$ nm and $\epsilon_r=30$. At the same 2 V, polarization along the applied field gives $1.1\times10^{-5}$ A/cm$^2$, and against it $4.2\times10^{-5}$ A/cm$^2$. This comparison holds the polarization fixed, although a field near 2 MV/cm can exceed the coercive field, so that the opposed state may switch during a measurement. It also neglects the part of the applied voltage lost in the screening layers, which would lower the two currents by about 20\% and 15\%.

A 10 nm film at 2 MV/cm is in the regime of hafnia memory capacitors, whose leakage varies strongly with processing and cycling. The computed value illustrates the model and does not predict the leakage of a given device. It scales directly with the uncertain $\nu$ and depends exponentially on other rough inputs: raising $m$ from 0.15 to 0.20 $m_e$ multiplies the tunnelling factor of a 3 nm hop by $e^{-2.5}=0.08$. Grain boundaries, trap creation and breakdown lie outside the model and have not been sized. The numerical output follows.

\section*{Table of computed values}
\begin{verbatim}
film thickness 10.0 nm, cell side 20.0 nm, traps 100
trap density 2.50e+19 cm^-3
barrier 2.0 eV, mean trap depth 1.8 eV, level spread 0.2 eV
tunnel mass 0.15 m_e, decay constant kappa 2.662 nm^-1
phonon 0.07 eV, Huang-Rhys factor per trap 15.0, attempt 1e+13 s^-1
temperature 300.0 K, kT 0.02585 eV, phonon number 0.0715
static permittivity 30.0, optical 4.0 (relative)
rate of a 2 nm hop with energy change 0.0 eV: 4.886e-01 s^-1
rate of a 2 nm hop with energy change -0.4 eV: 4.100e+02 s^-1
bias 2.0 V, field 2.00 MV/cm
residual norm per cycle, last 4 are plain Newton (s^-1), up to 12 shown:
  4.2e+04 3.5e+01 2.0e-01 8.8e-05 2.3e-09 1.9e-09 1.9e-09 1.9e-09
number of sweep-Newton cycles 4
mean occupation at 0 V 0.1529, at 2.0 V 0.3542
electron flow at 2.0 V 5.4317e+02 s^-1 per cell
certificate: residual norm / flow 3.4e-12
bracket gap after 200 sweeps alone 1.94e-16 (occupation)
power sum / (bias x flow) 1.00000000
dissipation-weighted hop length 2.99 nm
current density at 0.5 V: 6.180e-08 A/cm2
current density at 1.0 V: 7.675e-07 A/cm2
current density at 1.5 V: 5.140e-06 A/cm2
current density at 2.0 V: 2.176e-05 A/cm2
current density at 0 V: 1.0e-25 A/cm2 (rounding)
0 V with polarization field: -1.4e-25 A/cm2 (rounding)
largest deviation from Fermi-Dirac at 0 V 1.1e-16
current density at 1 mV: 2.150e-12 A/cm2
small-bias slope: Newton 2.1460e-09, network 2.1459e-09 S/cm2
false 0 V current, symmetrized hops: -7.51e-12 A/cm2
false 0 V current, no exclusion in hops: 1.15e-11 A/cm2
8 placements at 2.0 V: min 5.87e-06, median 1.93e-05, max 4.52e-05 A/cm2
mean-field/many-electron current, 12 cells of 8 traps: min 0.956, median 0.999, max 1.027
with self-consistent trapped charge: 2.412e-05 A/cm2
largest trapped-charge level shift 0.093 eV
polarization 20.0 uC/cm2, screening length 0.01 nm per electrode
depolarization field 0.426 MV/cm
polarization along / against applied field: 1.06e-05 / 4.24e-05 A/cm2
barrier tilt multiplies the rate of a typical hop by 4.07
direct tunnelling plus thermionic emission: 3.81e-09 A/cm2
Poole-Frenkel lowering 0.537 eV, current estimate 8.48e-15 A/cm2
current density at 358 K and 2.0 V: 3.634e-05 A/cm2
\end{verbatim}
